Hyperfine tensor and covalency of a d_x²−y² hole in copper(II), part 2

A d⁹ copper(II) ion sits in a D4h site (fourfold axis z, ligands on ±x and ±y) with its one d hole in x²−y², written |0⟩. The question is what covalency does to the tensors of its ground doublet,

H = μ_B B·g·S + S·A·I, S = 1/2,

where ∥ is along z and ⊥ across it.

Here l, s, I are in units of ħ, and Δg = g − g_e with g_e = 2.00232. The electron spin–orbit operator is ζ l·s, ζ > 0. Δ_n is the energy needed to move the hole to d orbital n, with Δ_yz = Δ_xz. For nuclear moment g_N μ_N I and ⟨r⁻³⟩ averaged over the d radial function,

P = (μ0/4π) 2μ_B g_N μ_N ⟨r⁻³⟩.

The contact energy is −κ P S·I, with

κ = −(8π/3) ρ_s(0) / ⟨r⁻³⟩,

where ρ_s(0) is the net (up minus down) spin density at the nucleus.

Entry 4: time-odd operators (l, s, hyperfine) have the same matrix for the hole as for an electron, and time-even operators have the opposite one; ζ l·s becomes −ζ l·S.

Entry 5: l = −i r × ∇, so l_z = −i(x∂_y − y∂_x) and l_y = −i(z∂_x − x∂_z). To first order in ζ,

Δg∥ = 8ζ/Δ_xy, Δg⊥ = 2ζ/Δ_xz.

Entries 6 and 7: spin–orbit coupling adds to A

A(orbital)∥ = P Δg∥, A(orbital)⊥ = P Δg⊥

A(cross)∥ = +(3/7) P Δg⊥, A(cross)⊥ = −(3/14) P Δg⊥.

Entry 8: with the dipolar terms −4/7 and 2/7, the ionic result is

A∥ = P(−κ − 4/7 + Δg∥ + 3Δg⊥/7)

A⊥ = P(−κ + 2/7 + 11Δg⊥/14).

Its model values are ζ = 800, Δ_xy = 15000, Δ_xz = 17000, Δ_z² = 13000 cm⁻¹ and κ = 0.30. Diagonalisation gives Δg∥ = 0.4076, Δg⊥ = 0.0826, A∥/P = −0.4220 and A⊥/P = 0.0608. The program tests first-order formulas by two criteria: residuals at ζ = 2 cm⁻¹ lie below 50(ζ/Δ_min)², with Δ_min the smallest gap, and fall by more than a factor 3.8 when ζ is halved.

**9. Covalent orbitals, metal-centred operators**

Let each d orbital mix with the ligand combination φ_n of the same symmetry into an antibonding and a bonding orbital,

ψ_n = c_n d_n − c′_n φ_n, χ_n = c′_n d_n + c_n φ_n, c_n² + c′_n² = 1.

The sign of φ_n is chosen so that its lobes match those of d_n, and c, c′ > 0. Metal–ligand overlap is neglected in norms and matrix elements. Write c = α for x²−y², β for xy and γ for xz and yz. All ψ and χ are filled except for one hole, so entry 4 applies to this larger shell, treated as independent particles. The ground state has the hole in ψ₀. Excited states have it in ψ_n, at Δ_n, or in χ_n, a ligand-to-metal charge-transfer state, at an energy taken as one value Δ_CT.

Two operators are assumed to act on the metal part alone. One is r⁻³ measured from the metal nucleus. A ligand at a distance of roughly 4 bohr has R⁻³ of roughly 0.02 bohr⁻³, against about 8 bohr⁻³ for the d function (entry 12). This compares the ligand and metal densities; the cross elements of the hyperfine operator between metal and ligand functions are neglected as well. The other is spin–orbit coupling, which assumes light donor atoms such as N or O, and fails for heavy donors with spin–orbit constants comparable to ζ. The d radial function, and so P and ζ, are kept at fixed values. For a metal-centred operator O,

⟨ψ₀|O|ψ₀⟩ = α²⟨0|O|0⟩, ⟨ψ_n|O|ψ₀⟩ = α c_n ⟨n|O|0⟩, ⟨χ_n|O|ψ₀⟩ = α c′_n ⟨n|O|0⟩.

The zeroth-order dipolar terms become −4α²/7 and 2α²/7. The bonding partner χ₀ is not reached, since its spin–orbit element is proportional to ⟨0|l|0⟩ = 0. Each hyperfine cross term of entries 6 and 7 is a product of two metal-centred elements over a gap, so for each n the factor 1/Δ_n is replaced by α²(c_n²/Δ_n + c′_n²/Δ_CT) and the angular factors are untouched. Define

Δg∥ᴹ = 8ζα²(β²/Δ_xy + β′²/Δ_CT), Δg⊥ᴹ = 2ζα²(γ²/Δ_xz + γ′²/Δ_CT).

Then, to first order in ζ in this model,

A∥/P = −κ − 4α²/7 + Δg∥ᴹ + 3Δg⊥ᴹ/7

A⊥/P = −κ + 2α²/7 + 11Δg⊥ᴹ/14.

κ now stands for the contact term of the complex in units of the same P, and nothing derived here ties it to α². The quantities Δgᴹ are the g shifts that would be measured if only the metal part of the orbital moment responded to the field. Check on a limit: α = β = γ = 1 returns entry 8.

**10. The ligand share of the Zeeman moment**

The Zeeman operator contains l about a common origin for the whole orbital, with no r⁻³ to confine it to the metal. Suppose ⟨φ₀|l_k|φ_n⟩ = η⟨0|l_k|n⟩. With zero overlap the metal–ligand elements are dropped, and

⟨ψ₀|l_k|ψ_n⟩ = (α c_n + η α′c′_n)⟨0|l_k|n⟩, ⟨ψ₀|l_k|χ_n⟩ = (α c′_n − η α′c_n)⟨0|l_k|n⟩.

The plus sign in the first is (−α′)(−c′_n), and the minus sign in the second is (−α′)(+c_n). The g shift is one spin–orbit element times one Zeeman element:

Δg∥ = 8ζ[ αβ(αβ + η∥α′β′)/Δ_xy + αβ′(αβ′ − η∥α′β)/Δ_CT ].

Subtracting Δg∥ᴹ, and doing the same for the perpendicular direction,

δg∥ = Δg∥ − Δg∥ᴹ = 8ζ η∥ αα′ββ′ (1/Δ_xy − 1/Δ_CT)

δg⊥ = Δg⊥ − Δg⊥ᴹ = 2ζ η⊥ αα′γγ′ (1/Δ_xz − 1/Δ_CT).

To get η, take four ligands numbered 1 to 4 on +x, +y, −x, −y, each with pure p orbitals. For a ligand at R, r = R + r′ and l = l′ + R × p/ħ, with l′ the local angular momentum. The derivative of a p function is even under inversion through its own centre, so R × p has no element between p functions on one centre, and elements between different ligands are dropped with the overlaps. Only l′ remains. An s admixture in the ligand σ orbital would bring the R × p term back, and that is not included. For a hybrid pointing at the metal this term opposes the l′ term, and it can cancel it almost completely: one third s character, built from the Hartree–Fock 2s and 2p orbitals of a nitrogen atom at 3.8 bohr in a triple-zeta basis, gives η∥ ≈ −0.04 and η⊥ ≈ −0.06. The 2s function must be orthogonal to the 1s core here. A nodeless minimal-basis 2s function overstates the term and would give positive η.

Matching lobes: x²−y² is positive along ±x and negative along ±y, so the positive p lobe points inward on ligands 1 and 3 and outward on 2 and 4. The function xy changes sign across each axis, with slope +y at ligand 1, +x at 2, −y at 3, −x at 4. The function xz has slope +z at ligand 1 and −z at 3. With superscripts for the ligand,

φ₀ = (−p_x¹ + p_y² + p_x³ − p_y⁴)/2

φ_xy = (p_y¹ + p_x² − p_y³ − p_x⁴)/2

φ_xz = (p_z¹ − p_z³)/√2.

From the differential operators of entry 5, l_z p_x = i p_y, l_z p_y = −i p_x, l_y p_x = −i p_z and l_y p_y = 0. Therefore

l′_z φ₀ = (−i p_y¹ − i p_x² + i p_y³ + i p_x⁴)/2 = −i φ_xy

l′_y φ₀ = (i p_z¹ − i p_z³)/2 = (i/√2) φ_xz.

The metal elements are l_z|0⟩ = 2i|xy⟩ and l_y|0⟩ = −i|xz⟩, so

η∥ = −1/2, η⊥ = −1/√2.

The program builds these from explicit p-orbital matrices and asserts both values. For these pure p ligands, and with Δ_CT above the d–d gaps, δg∥ and δg⊥ are negative: the measured shifts are smaller than the metal parts that enter A. Checks on limits: δg vanishes if either orbital of the pair is purely ionic, and it vanishes for Δ_CT = Δ_n, where the sum over ψ_n and χ_n is a complete sum over d_n and φ_n, and the spin–orbit operator reaches only d_n.

**11. Solving for α² and κ, and the bias of doing so**

Only Δg is measured, so the practical step is to set Δgᴹ = Δg, which is to neglect the ligand orbital moment. Subtract the two equations of entry 9. The unknown κ cancels, −4/7 − 2/7 = −6/7, and 3/7 − 11/14 = −5/14:

(A∥ − A⊥)/P = −(6/7)α² + Δg∥ − (5/14)Δg⊥.

Solving this, and then the A⊥ equation for κ,

α² = (7/6)[ (A⊥ − A∥)/P + Δg∥ − (5/14)Δg⊥ ]

κ = (2/7)α² + (11/14)Δg⊥ − A⊥/P.

No gap, no ζ, no β or γ is needed, and the charge-transfer states do no harm as long as η = 0, since they obey the same relation between Δg and A. The true relation holds with Δgᴹ = Δg − δg, so using Δg gives an apparent value

α²(apparent) − α² = (7/6)[δg∥ − (5/14)δg⊥],

which is negative whenever δg∥ is negative and larger in size than (5/14)δg⊥.

The test is a model with a known answer: the parameters of entry 8 with α² = 0.75, weight 0.90 for the four other antibonding orbitals, and Δ_CT = 35000 cm⁻¹, solved as a 20×20 problem over nineteen-electron determinants. With the same two criteria as in entry 8, the program asserts, for η = 0, the formulas for Δgᴹ and the recovery of α² and κ, and, for p ligands, the formulas for Δgᴹ + δg and for the bias.

At ζ = 800 cm⁻¹ the first-order numbers are

Δg∥ᴹ = 6400·0.75·(0.9/15000 + 0.1/35000) = 0.3017

Δg⊥ᴹ = 1600·0.75·(0.9/17000 + 0.1/35000) = 0.0670

δg∥ = 6400·(−0.5)·√(0.75·0.25)·√(0.9·0.1)·(1/15000 − 1/35000) = −0.0158,

with δg⊥ = −0.0044 from the companion formula and a bias (7/6)(−0.0158 + 0.0016) = −0.0166. Diagonalisation gives A∥/P = −0.4097 and A⊥/P = −0.0318. These do not depend on η, which enters the Zeeman operator only. Their difference is 0.3779. For η = 0 the exact shifts are 0.2896 and 0.0591, and

α² = (7/6)(0.3779 + 0.2896 − 0.0211) = 0.754, κ = 0.294.

For p ligands the exact shifts are 0.2742 and 0.0549, and

α² = (7/6)(0.3779 + 0.2742 − 0.0196) = 0.738, κ = 0.286.

Against the true 0.75, the higher orders in ζ raise α² by 0.004. The ligand moment lowers it by 0.016, close to the first-order bias, and the net error is −0.012. κ comes out 0.014 below the true 0.30. The ionic numbers of entry 8 give the same higher-order error: (7/6)(0.0608 + 0.4220 + 0.4076 − 0.0295) = 1.004 against 1. In these two models the extraction of α² is much less affected by higher orders than the separate Δg formulas are. Within this zero-overlap model, and given P, α² is recovered to about 0.01. The ligand part of the error depends on the model. An sp² donor with η near zero removes most of it. The neglected overlap elements of l act in the same direction as the pure p term and are of similar size. With the free-ion d function and nitrogen 2p at 3.8 bohr the group overlaps are about 0.11 (σ) and 0.07 (xy), and they add about −0.026 to the antibonding part of δg∥, against −0.028 from η∥.

**12. The scale P for Cu²⁺**

The free ion is computed by nonrelativistic unrestricted Hartree–Fock in the s, p and d primitives of the def2-TZVP basis, uncontracted, 85 functions in all. The hole is placed in d_xy, which for a free ion is x²−y² turned by 45° about z and is easier to hold by symmetry. The energy is −1638.0464 hartree and ⟨S²⟩ = 0.7507, close to the doublet value 3/4. For the occupied majority-spin orbital of that symmetry, ⟨r⁻³⟩ = 8.420 bohr⁻³ both from Gaussian integrals and from a grid. The program asserts their agreement, and asserts that the dipolar tensor of this orbital has eigenvalues −4/7, 2/7, 2/7 in units of ⟨r⁻³⟩.

The constant (μ0/4π) 2μ_B μ_N/(hc), per bohr⁻³, is 31.826×10⁻⁴ cm⁻¹. The nuclear g factor of ⁶³Cu is positive and roughly 1.5. Then

P = 31.826 × 1.5 × 8.420 ≈ 402 (401.9 from the unrounded factors), in 10⁻⁴ cm⁻¹, or 1205 MHz.

The four digits are kept only to carry the arithmetic. A two-figure g_N leaves P open by about 3 percent of its value, and correlation and relativity are not included in ⟨r⁻³⟩.

The same calculation gives ρ_s(0) = −0.3141 bohr⁻³, negative as the program asserts, and a free-ion value

κ₀ = (8π/3)(0.3141)/8.420 = 0.313.

This is a mean-field number in a Gaussian basis. Larger even-tempered s, p, d bases of 129 functions give κ₀ ≈ 0.32 and ⟨r⁻³⟩ ≈ 8.5 bohr⁻³, so the basis matters at the level of a few percent. An even-tempered basis of about 120 functions lowers the energy by 0.04 hartree and moves ρ_s(0) to about −0.326. The d orbitals also do not share one radial function exactly: in the 85-function basis the d_xz orbitals have ⟨r⁻³⟩ = 8.24 (majority spin) and 8.11 (minority spin), up to 4 percent below the hole orbital. It is a guide to the size of κ and no more.

The filled shells are also slightly spin-polarised in their angular shape. In s, p, d bases the dipolar term of all electrons together is about 6 percent smaller than that of the hole orbital alone, and with f functions added it is about 4 percent smaller. A model with a single P leaves this out.

**13. Worked extraction from round copper-like data**

Take round illustrative values, not belonging to a particular compound: g∥ = 2.25, g⊥ = 2.05, |A∥| = 180 and |A⊥| = 20, in 10⁻⁴ cm⁻¹ (540 and 60 MHz). Then Δg∥ = 0.2477, Δg⊥ = 0.0477, (5/14)Δg⊥ = 0.0170, |A∥|/P = 0.4478, |A⊥|/P = 0.0498. The g part of the bracket is 0.2477 − 0.0170 = 0.2307.

The magnitudes are marked because of what a spectrum measures. In a strong field along a principal axis the hyperfine energy is A M_S M_I to first order in A, and the allowed lines lie at g μ_B B + A M_I with M_I running symmetrically from −I to +I. Reversing A relabels the lines and leaves the pattern unchanged. For a general field direction the splitting is the length of the vector A·u, with u the unit vector along which S is quantised, and it depends only on A∥² and A⊥². At this order neither sign is known, and four cases have to be tried, with P > 0:

A∥ < 0, A⊥ < 0: α² = (7/6)(0.4478 − 0.0498 + 0.2307) = 0.733

A∥ < 0, A⊥ > 0: α² = (7/6)(0.4478 + 0.0498 + 0.2307) = 0.850

A∥ > 0, A⊥ < 0: α² = (7/6)(−0.4478 − 0.0498 + 0.2307) = −0.311

A∥ > 0, A⊥ > 0: α² = (7/6)(−0.4478 + 0.0498 + 0.2307) = −0.195.

A weight cannot be negative, so within this model and for these data A∥ is negative. The sign of A⊥ remains open and moves α² between 0.73 and 0.85. The contact terms are κ = (2/7)(0.733) + (11/14)(0.0477) + 0.0498 = 0.297 for like signs and κ = (2/7)(0.850) + 0.0375 − 0.0498 = 0.23 for unlike signs.

One might hope to choose between them by supposing that core polarisation scales with the d spin, κ = κ₀α². The ratios κ/α² are 0.405 and 0.271, and the computed free-ion κ₀ = 0.313 falls between them, somewhat nearer the second. With a κ₀ known only at the mean-field level and a scaling that has not been derived, this comparison does not decide. A measurement can. If the same complex tumbles fast in solution, the splitting is |A_iso| = |A∥ + 2A⊥|/3, which is (180 + 40)/3 = 73.3 for like signs and (180 − 40)/3 = 46.7 for unlike signs, in 10⁻⁴ cm⁻¹. The data set above has no solution value, so the rest of this entry adopts like signs as an assumption.

With α² = 0.733 and κ = 0.297 the terms are, in 10⁻⁴ cm⁻¹,

A∥ = −119.3 (contact) − 168.5 (dipolar) + 99.6 (orbital) + 8.2 (cross) = −180.0

A⊥ = −119.3 (contact) + 84.2 (dipolar) + 19.2 (orbital) − 4.1 (cross) = −20.0.

The sums hold by construction, since two unknowns were fitted to two numbers. The content is in the sizes. The orbital term in A∥ is more than half of |A∥| and opposes the other two large terms, so at fixed κ and α² a larger g∥ goes with a smaller |A∥|. A⊥ is a small remainder of terms up to six times larger. The cross term, which took the longest to derive, is under 5 percent of |A∥|, and it enters α² as (7/6)(3/7 + 3/14)Δg⊥, about 0.04.

The sensitivities follow from the linear formula. Raising |A⊥| by 5 changes α² by −(7/6)(5/401.9), to 0.719. Raising g∥ by 0.01 changes it by (7/6)(0.01), to 0.745. Lowering P by 10 percent, to 361.8, multiplies the hyperfine part 0.3980 of the bracket by 1/0.9 and gives 0.785. The last matters most for interpretation. An expansion of the d radial function in the complex would lower ⟨r⁻³⟩, and the two equations cannot determine P as a third unknown. A value of α² has meaning only together with the P used for it. For like signs and this P, the statement the model supports is α² ≈ 0.73, with the model of entry 11 suggesting, for pure p ligands and zero overlap only, that it is low by about 0.01 and with about 0.05 of movement for a 10 percent change of P. The remainder 1 − α² ≈ 0.27 is the ligand weight of the hole only in the zero-overlap picture. With overlap s_ML the norm is α² + α′² − 2αα′s_ML = 1, and α′² is larger than 1 − α².

When A⊥ is unresolved, one can close the A∥ equation with κ = κ₀α²:

α² = [ −A∥/P + Δg∥ + (3/7)Δg⊥ ] / (κ₀ + 4/7).

The numerator is 0.4478 + 0.2477 + 0.0204 = 0.7159. With the computed κ₀ the denominator is 0.313 + 0.571 = 0.884 and α² = 0.810. With κ₀ = 3/7, the value that makes the denominator exactly 1, α² = 0.716. The spread of 0.09 comes entirely from the assumed κ₀. This route trades the unknown sign of A⊥ for an unknown constant, and it agrees with the two-equation result only when κ₀ equals the fitted κ/α².

The π and in-plane weights need optical gaps and ζ. Keeping only the antibonding metal terms, Δg∥ = 8ζα²β²/Δ_xy and Δg⊥ = 2ζα²γ²/Δ_xz, and using the round values of entry 8,

α²β² = 0.2477 × 15000/6400 = 0.581, β² = 0.581/0.733 = 0.79

α²γ² = 0.0477 × 17000/1600 = 0.507, γ² = 0.507/0.733 = 0.69.

These are apparent values, and the model of entry 11 shows how far they can be trusted. There the true products are both 0.75 × 0.90 = 0.675. The same recipe applied to its exact shifts gives 0.2742 × 15000/6400 = 0.643 and 0.0549 × 17000/1600 = 0.583, low by about 5 and 14 percent of the true value. Three neglected effects are combined in those errors: the charge-transfer terms raise Δg, the ligand moment lowers it, and the higher orders in ζ lower it in this model. Unlike the formula for α², this recipe uses the first-order Δg expressions directly, together with ζ and the gaps. In that model it overstates the covalency of the xz and yz orbitals most: dividing by the extracted α² = 0.738 gives γ² = 0.79 and β² = 0.87 against the true 0.90. A bias of 0.11 would account for about a third of the deficit 1 − 0.69 = 0.31 found above. The rest cannot be assessed here, because γ² is proportional to Δ_xz/ζ and both were assumed round values, not measured along with the data.

Calculated quantities

```
Im <0|lz|xy>, <0|ly|xz>, <0|lx|yz> = -2.0000 1.0000 1.0000
<Tzz>, <Txx>, <xz|Txz|0>, <yz|Tyz|0> = -0.57143 0.28571 0.42857 -0.42857
model: zeta 800, D_xy 15000, D_xz 17000, D_z2 13000, D_CT 35000 cm^-1, kappa 0.30
ionic exact dg_par, dg_perp = 0.4076 0.0826; first order 0.4267 0.0941
ionic exact A_par/P, A_perp/P = -0.4220 0.0608; formula with exact dg -0.4285 0.0506
eta_par, eta_perp = -0.5000 -0.7071
MO model: true alpha^2 0.75, beta^2 = gamma^2 0.90
first order: metal dg 0.3017 0.0670; ligand dg -0.0158 -0.0044; alpha^2 bias -0.0166
exact A_par/P, A_perp/P = -0.4097 -0.0318
eta = 0: exact dg 0.2896 0.0591; extracted alpha^2 0.7541, kappa 0.2937
p ligands: exact dg 0.2742 0.0549; extracted alpha^2 0.7379, kappa 0.2858
UHF Cu2+: 85 functions, E = -1638.0464 hartree, <S^2> = 0.7507
<r^-3> analytic 8.420, grid 8.420 bohr^-3
spin density at nucleus -0.3141 bohr^-3, free-ion kappa0 0.313
P per gN per bohr^-3 = 31.826 e-4 cm^-1; gN (rough) = 1.5; g_e = 2.00232
P = 401.9 e-4 cm^-1 = 1205 MHz
data: g_par 2.25, g_perp 2.05, |A_par| 180, |A_perp| 20 e-4 cm^-1 (540, 60 MHz)
dg_par 0.2477, dg_perp 0.0477, 5/14 dg_perp 0.0170, |A_par|/P 0.4478, |A_perp|/P 0.0498
signs (-1,-1): alpha^2 0.733, kappa 0.297, kappa/alpha^2 0.405, A_iso -73.3 e-4 cm^-1
signs (-1,+1): alpha^2 0.850, kappa 0.230, kappa/alpha^2 0.271, A_iso -46.7 e-4 cm^-1
signs (+1,-1): alpha^2 -0.311, kappa -0.002, kappa/alpha^2 0.006, A_iso 46.7 e-4 cm^-1
signs (+1,+1): alpha^2 -0.195, kappa -0.068, kappa/alpha^2 0.349, A_iso 73.3 e-4 cm^-1
(-,-) A_par terms (e-4 cm^-1): contact -119.3, dipolar -168.5, orbital 99.6, cross 8.2
(-,-) A_perp terms (e-4 cm^-1): contact -119.3, dipolar 84.2, orbital 19.2, cross -4.1
(-,-) P lowered 10 percent (361.8 e-4 cm^-1): alpha^2 0.785
(-,-) |A_perp| raised by 5e-4 cm^-1: alpha^2 0.719
(-,-) g_par raised by 0.01: alpha^2 0.745
A_par alone: numerator 0.7159; alpha^2 0.810 (UHF kappa0), 0.716 (kappa0 = 3/7)
apparent alpha^2 beta^2 0.581, beta^2 0.791; alpha^2 gamma^2 0.507, gamma^2 0.691
```
